# Why Cattaneo's Equation Puts Ballistic Heat Fronts in the Wrong Place: verification in Python

```python
# Result under test: for gray phonons (one speed v, isotropic scattering at
# rate 1/tau) a planar heat pulse has its front at x = v t, while Cattaneo's
# equation, which sets the local mean of mu^2 to 1/3, has it at v t/sqrt(3).
# Both give the same mean square spread
#   <x^2> = 2 D [t - tau (1 - exp(-t/tau))],   D = v^2 tau/3.
# Symbols: mu = direction cosine, chi = local mean of mu^2, mfp = v tau.
# Scaled units inside the tests: time in tau, length in mfp, speed in v.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import eval_legendre

rng = np.random.default_rng(7)


def random_flights(time, count):
    """Follow phonons from x = 0; return final positions and directions."""
    x = np.zeros(count)
    left = np.full(count, float(time))
    mu = rng.uniform(-1, 1, count)
    while True:
        step = np.minimum(rng.exponential(1.0, count), left)
        x += mu * step
        left -= step
        alive = left > 0
        if not alive.any():
            return x, mu
        mu[alive] = rng.uniform(-1, 1, alive.sum())


def streaming_matrix(order):
    """Matrix of mu between normalized Legendre polynomials, by quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(order + 3)
    basis = np.array([np.sqrt(l + 0.5) * eval_legendre(l, nodes)
                      for l in range(order + 1)])
    return (basis * weights * nodes) @ basis.T


def moment_pulse(matrix, rates, time, width, points):
    """Energy density of a narrow Gaussian pulse on the periodic box [-1, 1)."""
    x = -1 + 2 * np.arange(points) / points
    waves = 2 * np.pi * np.fft.rfftfreq(points, 2 / points)
    relax = np.diag(rates)
    amp = np.array([expm(time * (-1j * k * matrix - relax))[0, 0]
                    for k in waves])
    amp = amp * np.exp(-(waves * width) ** 2 / 2)
    return x, np.fft.fftshift(np.fft.irfft(amp, points)) * points / 2


def spread(time, tau_c=1.0):
    """Mean square displacement for D = 1/3 and flux relaxation time tau_c."""
    return 2 / 3 * (time - tau_c * (1 - np.exp(-time / tau_c)))


# ---- example inputs: silicon wafer at low temperature, rough values ----
speed = 5.8e-3            # mm/ns, transverse sound along a cube axis
mfp = 1.0                 # mm
thickness = 0.5           # mm
temperature = 15.0        # K
speed_long = 8.4e-3       # mm/ns, longitudinal sound along a cube axis
speed_slow = 4.7e-3       # mm/ns, slowest shear direction
zone_edge = 18.0          # meV, top of the transverse branch
heater_time = 10.0        # ns
heater_rise = 1.0         # K
tau = mfp / speed
depth = thickness / mfp
t_front = thickness / speed
t_cattaneo = np.sqrt(3) * t_front

# ---- sequence of closures: top speed against the Legendre root ----
orders = [1, 3, 7, 15, 59]
top_speeds = []
for order in orders:
    top = np.linalg.eigvalsh(streaming_matrix(order))[-1]
    assert abs(eval_legendre(order + 1, top)) < 1e-9
    top_speeds.append(top)
assert abs(top_speeds[0] - 1 / np.sqrt(3)) < 1e-12
assert np.all(np.diff(top_speeds) > 0) and 0.999 < top_speeds[-1] < 1

# ---- transport at the moment the true front reaches the far face ----
time_a = depth
count_a = 2_000_000
x_a, mu_a = random_flights(time_a, count_a)
edge = np.abs(x_a) > 0.99 * time_a
step_measured = edge.mean() / (2 * 0.01 * time_a)
step_formula = np.exp(-time_a) / (2 * time_a)
# 6 percent: about 2 from scattered phonons in the finite band, 1 from noise
assert abs(step_measured / step_formula - 1) < 0.06
chi_edge = np.mean(mu_a[edge] ** 2)
chi_centre = np.mean(mu_a[np.abs(x_a) < 0.1 * time_a] ** 2)
chi_global = np.mean(mu_a ** 2)
assert chi_edge > 0.95 and chi_centre < 0.30
assert abs(chi_global - 1 / 3) < 2e-3

# ---- transport before Cattaneo's front arrives, and at long time ----
time_b = 1.5 * depth
x_b, _ = random_flights(time_b, 1_000_000)
spread_b = np.mean(x_b ** 2)
past_transport = np.mean(np.abs(x_b) > depth)
assert abs(spread_b / spread(time_b) - 1) < 6e-3
time_c = 20.0
x_c, _ = random_flights(time_c, 200_000)
spread_c = np.mean(x_c ** 2)
assert abs(spread_c / spread(time_c) - 1) < 0.02      # sampling noise

# ---- Cattaneo's equation solved in Fourier space at the same time ----
width = 0.002
grid, u_cat = moment_pulse(streaming_matrix(1), [0, 1], time_b, width, 4096)
dx = grid[1] - grid[0]
right = grid > 0.05
peak_speed = grid[right][np.argmax(u_cat[right])] / time_b
assert abs(peak_speed - 1 / np.sqrt(3)) < 2e-3        # grid spacing
near_peak = np.abs(np.abs(grid) - time_b / np.sqrt(3)) < 5 * width
front_weight = u_cat[near_peak].sum() * dx
# 2 percent: the smooth wake inside the finite window adds about 1
assert abs(front_weight / np.exp(-time_b / 2) - 1) < 0.02
past_cattaneo = abs(u_cat[np.abs(grid) > depth].sum() * dx)
assert past_cattaneo < 1e-8 and past_transport > 0.05
spread_cat = (grid ** 2 * u_cat).sum() * dx - width ** 2
assert abs(spread_cat / spread(time_b) - 1) < 1e-4

# ---- retuned Cattaneo: same D, relaxation time tau/3, front speed v ----
_, u_ret = moment_pulse(np.array([[0., 1.], [1., 0.]]), [0, 3],
                        time_b, width, 4096)
spread_ret = (grid ** 2 * u_ret).sum() * dx - width ** 2
ret_speed = grid[right][np.argmax(u_ret[right])] / time_b
assert abs(ret_speed - 1) < 2e-3
assert abs(spread_ret / spread(time_b, 1 / 3) - 1) < 1e-4
assert spread_ret > 1.5 * spread_b
early = 1e-3
early_ratio = spread(early, 1 / 3) / spread(early)
assert abs(early_ratio - 3) < 0.01

# ---- high-order hierarchy against the random flights ----
high = 59
matrix_high = streaming_matrix(high)
grid_h, u_high = moment_pulse(matrix_high, [0] + [1] * high,
                              time_b, 0.04, 256)
share = np.where(np.isclose(np.abs(grid_h), depth), 0.5,
                 (np.abs(grid_h) > depth).astype(float))
past_high = (share * u_high).sum() * (grid_h[1] - grid_h[0])
assert abs(past_high - past_transport) < 4e-3         # pulse width and noise

# ---- frequent momentum-conserving collisions: second sound ----
wave = 0.02
modes = np.linalg.eigvals(-1j * wave * matrix_high
                          - np.diag([0, 0] + [1] * (high - 1)))
slowest = modes[np.argsort(-modes.real)[:2]]
second_sound = np.max(np.abs(slowest.imag)) / wave
assert abs(second_sound - 1 / np.sqrt(3)) < 1e-3

# ---- size of what the gray model leaves out ----
kT = const.k * temperature / const.e * 1e3            # meV


def heat_spectrum(y):
    """Excess energy per unit y = phonon energy/kT for a small heating."""
    return y ** 4 * np.exp(-y) / (1 - np.exp(-y)) ** 2


y_peak = minimize_scalar(lambda y: -heat_spectrum(y), bounds=(1, 8),
                         method="bounded").x
e_peak = y_peak * kT
wavelength = const.h * speed * 1e6 / (e_peak * 1e-3 * const.e) * 1e9   # nm
slowing = np.sqrt(1 - (e_peak / zone_edge) ** 2)      # sine-shaped branch
total = quad(heat_spectrum, 1e-6, 50)[0]
survive_spectrum = quad(lambda y: heat_spectrum(y)
                        * np.exp(-depth * (y / y_peak) ** 4),
                        1e-6, 50, limit=200)[0] / total
survive_gray = np.exp(-depth)
long_share = speed_long ** -3 / (speed_long ** -3 + 2 * speed ** -3)
mfp_drop = 1 - (temperature / (temperature + heater_rise)) ** 4
latest = thickness / speed_slow / slowing + heater_time
assert latest < t_cattaneo

print(f"wafer thickness {thickness:.2f} mm, temperature {temperature:.0f} K")
print(f"gray speed v {speed*1e3:.1f} km/s, mean free path {mfp:.1f} mm")
print(f"relaxation time tau {tau:.1f} ns")
print(f"thickness / mean free path {depth:.2f}")
print(f"Cattaneo front speed {speed*1e3/np.sqrt(3):.2f} km/s")
print(f"arrival of true front {t_front:.1f} ns")
print(f"arrival of Cattaneo front {t_cattaneo:.1f} ns")
print(f"delay of Cattaneo front {t_cattaneo-t_front:.1f} ns")
for order, top in zip(orders, top_speeds):
    print(f"top speed / v, moments up to order {order}: {top:.4f}")
print(f"step at true front, simulated {step_measured:.3f} per mfp")
print(f"step at true front, formula {step_formula:.3f} per mfp")
print(f"chi near true front {chi_edge:.3f}")
print(f"chi near centre {chi_centre:.3f}")
print(f"chi averaged over whole pulse {chi_global:.4f}")
print(f"comparison time {time_b*tau:.1f} ns = {time_b:.2f} tau")
print(f"Cattaneo front position then {time_b*mfp/np.sqrt(3):.3f} mm")
print(f"energy past 0.5 mm, random flights {100*past_transport:.1f} %")
print(f"energy past 0.5 mm, order-59 moments {100*past_high:.1f} %")
print(f"energy past 0.5 mm, Cattaneo below 1e-6 %: {past_cattaneo < 1e-8}")
print(f"Cattaneo peak speed / v, Fourier solution {peak_speed:.4f}")
print(f"energy in Cattaneo fronts, Fourier {front_weight:.3f}")
print(f"energy in Cattaneo fronts, formula {np.exp(-time_b/2):.3f}")
print(f"mean square spread, random flights {spread_b*mfp**2:.4f} mm^2")
print(f"mean square spread, Cattaneo {spread_cat*mfp**2:.4f} mm^2")
print(f"mean square spread, retuned {spread_ret*mfp**2:.4f} mm^2")
print(f"early spread, retuned / true {early_ratio:.3f}")
print(f"spread at 20 tau, random flights {spread_c:.2f} mfp^2")
print(f"spread at 20 tau, formula {spread(time_c):.2f} mfp^2")
print(f"second-sound speed / v {second_sound:.4f}")
print(f"thermal energy kT {kT:.3f} meV")
print(f"dominant phonon energy {e_peak:.2f} meV = {y_peak:.2f} kT")
print(f"dominant wavelength {wavelength:.1f} nm")
print(f"zone-edge energy, rough {zone_edge:.0f} meV")
print(f"speed loss by dispersion {100*(1-slowing):.1f} %")
print(f"longitudinal speed, rough {speed_long*1e3:.1f} km/s")
print(f"longitudinal arrival {thickness/speed_long:.1f} ns")
print(f"longitudinal share of energy {100*long_share:.0f} %")
print(f"slowest shear speed, rough {speed_slow*1e3:.1f} km/s")
print(f"slowest shear arrival {thickness/speed_slow:.1f} ns")
print(f"unscattered at normal incidence, gray {survive_gray:.3f}")
print(f"same, mfp falling as frequency^-4 {survive_spectrum:.3f}")
print(f"same, gray with collision rate doubled {np.exp(-2*depth):.3f}")
print(f"heater duration {heater_time:.0f} ns, rise {heater_rise:.0f} K")
print(f"mean free path loss from that rise {100*mfp_drop:.0f} %")
print(f"latest displaced arrival {latest:.1f} ns")
print("tests ok")
```

Running it gives:

```
wafer thickness 0.50 mm, temperature 15 K
gray speed v 5.8 km/s, mean free path 1.0 mm
relaxation time tau 172.4 ns
thickness / mean free path 0.50
Cattaneo front speed 3.35 km/s
arrival of true front 86.2 ns
arrival of Cattaneo front 149.3 ns
delay of Cattaneo front 63.1 ns
top speed / v, moments up to order 1: 0.5774
top speed / v, moments up to order 3: 0.8611
top speed / v, moments up to order 7: 0.9603
top speed / v, moments up to order 15: 0.9894
top speed / v, moments up to order 59: 0.9992
step at true front, simulated 0.625 per mfp
step at true front, formula 0.607 per mfp
chi near true front 0.987
chi near centre 0.113
chi averaged over whole pulse 0.3330
comparison time 129.3 ns = 0.75 tau
Cattaneo front position then 0.433 mm
energy past 0.5 mm, random flights 23.7 %
energy past 0.5 mm, order-59 moments 23.8 %
energy past 0.5 mm, Cattaneo below 1e-6 %: True
Cattaneo peak speed / v, Fourier solution 0.5775
energy in Cattaneo fronts, Fourier 0.694
energy in Cattaneo fronts, formula 0.687
mean square spread, random flights 0.1483 mm^2
mean square spread, Cattaneo 0.1482 mm^2
mean square spread, retuned 0.3012 mm^2
early spread, retuned / true 2.998
spread at 20 tau, random flights 12.67 mfp^2
spread at 20 tau, formula 12.67 mfp^2
second-sound speed / v 0.5774
thermal energy kT 1.293 meV
dominant phonon energy 4.95 meV = 3.83 kT
dominant wavelength 4.8 nm
zone-edge energy, rough 18 meV
speed loss by dispersion 3.9 %
longitudinal speed, rough 8.4 km/s
longitudinal arrival 59.5 ns
longitudinal share of energy 14 %
slowest shear speed, rough 4.7 km/s
slowest shear arrival 106.4 ns
unscattered at normal incidence, gray 0.607
same, mfp falling as frequency^-4 0.433
same, gray with collision rate doubled 0.368
heater duration 10 ns, rise 1 K
mean free path loss from that rise 23 %
latest displaced arrival 120.7 ns
tests ok
```
